\section*{Born effective charges from displacement response and from field response, part 2}

The Born effective charge $Z^*_{\kappa,\alpha\beta}=\Omega\,\partial P_\alpha/\partial\tau_{\kappa\beta}$ at zero macroscopic field $\boldsymbol{\mathcal E}$ describes the polarization $\mathbf P$ made by displacing sublattice $\kappa$ (ionic charge $Z_\kappa$, cell volume $\Omega$). Hartree atomic units are used, with electron charge $-1$.

The example is a one-dimensional crystal with cell length $a=10$ bohr, four ions with $Z=1$ and two filled bands. For ion 2, displacement and field calculations both give $-1.0437\,e$. Without the electron--electron response both give $-1.4898\,e$; with it in both factors of one product the result is $-0.6759\,e$. Why do they agree, and where does this response belong?

The Hamiltonian is $H=T+V+V_{\rm Hxc}[n]$, with kinetic energy $T$, bare ionic potential $V$ and density $n$. The real, symmetric kernel $K$ is the second density derivative of $E_{\rm Hxc}$. Periodic orbitals $u_v$ have energies $\varepsilon_v$ and hold $f=2$ electrons each. $P$ projects on occupied states, $P_c=1-P$, and $\mathcal G_v$ is the Hermitian inverse of $H-\varepsilon_v$ in the empty space. A subscript $\mathbf k$ marks operators at $\mathbf k$. Allowed variations satisfy
\begin{equation}
\delta P=\sum_v\big(|\delta u_v\rangle\langle u_v|+|u_v\rangle\langle\delta u_v|\big),\qquad
|\delta u_v\rangle\equiv P_c\,\delta P|u_v\rangle .
\label{dP}
\end{equation}

Between empty and occupied states $r_\alpha u_v$ means $iD_\alpha u_v$, where $|D_\alpha u_v\rangle=P_c|\partial_{k_\alpha}u_v\rangle$ and
\begin{equation}
(H_{\mathbf k}-\varepsilon_v)|D_\alpha u_v\rangle=-P_c(\partial_{k_\alpha}H_{\mathbf k})|u_v\rangle .
\label{dk}
\end{equation}

Double brackets $\langle\!\langle\cdot\rangle\!\rangle$ sum over occupied bands and average over $N_k$ points. Superscripts $\tau$ and $\mathcal E$ denote first derivatives for one displacement $\tau=\tau_{\kappa\beta}$ and one field component $\mathcal E=\mathcal E_\alpha$. The displacement formula and its response equations are
\begin{equation}
Z^*_{\kappa,\alpha\beta}=Z_\kappa\delta_{\alpha\beta}
-2f\,\mathrm{Re}\langle\!\langle u^{\kappa\beta}|iD_\alpha u\rangle\!\rangle ,
\label{A2}
\end{equation}
\begin{align}
(H-\varepsilon_v)|u_v^\tau\rangle&=-P_c\,(\partial_\tau V+Kn^\tau)|u_v\rangle ,\label{tau}\\
n^\tau(\mathbf r)&=\frac{2f}{N_k}\sum_{\mathbf k,v}\mathrm{Re}\,[u^*_{v\mathbf k}(\mathbf r)u^\tau_{v\mathbf k}(\mathbf r)] .\label{ntau}
\end{align}
Here $u^{\kappa\beta}$ is the self-consistent $u^\tau$.

With $t_\beta(\mathbf k)=\mathrm{Tr}[P_{\mathbf k}(p_\beta+k_\beta)]$ and $p=-i\nabla$, the acoustic sum is
\begin{equation}
\sum_\kappa Z^*_{\kappa,\alpha\beta}=\frac f{N_k}\sum_{\mathbf k}\partial_{k_\alpha}t_\beta(\mathbf k) .
\label{asr}
\end{equation}
It vanishes over the full zone; a finite mesh may leave a remainder.

\subsection*{The field response}

A uniform field adds $+\mathcal Er_\alpha$ to the electron energy. In an infinite crystal this operator is unbounded and leaves no true ground state. The linear response of filled bands is nevertheless well defined. At first order the projector satisfies, per unit field,
\begin{equation}
[H,\delta P]+[Kn^{\mathcal E},P]+[r_\alpha,P]=0 ,
\end{equation}
and at each $\mathbf k$ the last commutator is $i\partial_{k_\alpha}P_{\mathbf k}$. The matrix element between empty and occupied states gives
\begin{equation}
(H-\varepsilon_v)|u_v^{\mathcal E}\rangle=-|iD_\alpha u_v\rangle-P_cKn^{\mathcal E}|u_v\rangle .
\label{field}
\end{equation}
The density $n^{\mathcal E}$ follows from $u^{\mathcal E}$ as in \eqref{ntau}. Here $\mathcal E$ is the total macroscopic field inside the crystal. $Kn^{\mathcal E}$ contains the periodic local fields and no further uniform field.

\subsection*{The force on an ion}

At fixed field the electrons make the function
\begin{equation}
\mathcal F=E-\Omega\,\boldsymbol{\mathcal E}\cdot\mathbf P
\end{equation}
stationary. To see this at the order needed, let $\delta P$ be any allowed variation of the projector, connecting occupied with empty states. The kinetic and bare potential energies change by $f\,\mathrm{Tr}[(T+V)\delta P]$ and $E_{\rm Hxc}$ by $f\,\mathrm{Tr}[V_{\rm Hxc}\delta P]$, with the trace averaged over $\mathbf k$. The field term changes by $f\mathcal E\,\mathrm{Tr}[r_\alpha\delta P]$, where the occupied--empty elements of $r_\alpha$ suffice. The sum vanishes for every such $\delta P$ when $H+\mathcal Er_\alpha$ has no element between occupied and empty states. At first order in the field that condition is \eqref{field}.

In $-d\mathcal F/d\tau$ the change of the orbitals therefore drops out, and the explicit dependence on $\tau$ remains:
\begin{equation}
F_{\kappa\beta}=Z_\kappa\mathcal E_\beta-\frac{\partial E_{\rm ion}}{\partial\tau_{\kappa\beta}}
-f\langle\!\langle u|\partial_{\tau_{\kappa\beta}}V|u\rangle\!\rangle .
\end{equation}
The ion--ion energy $E_{\rm ion}$ does not depend on the field. The functional $E_{\rm Hxc}[n]$ depends on $\tau$ through $n$ alone, so no $\partial_\tau V_{\rm Hxc}$ appears. Differentiation with respect to the field gives
\begin{equation}
\frac{\partial F_{\kappa\beta}}{\partial\mathcal E_\alpha}=Z_\kappa\delta_{\alpha\beta}
-2f\,\mathrm{Re}\langle\!\langle u|\partial_{\tau_{\kappa\beta}}V|u^{\mathcal E_\alpha}\rangle\!\rangle .
\label{B}
\end{equation}
This is the field formula. It contains the bare displacement potential, whereas \eqref{A2} contains orbitals that have responded to the screened one.

Since $F=-\partial\mathcal F/\partial\tau$ and $\Omega P=-\partial\mathcal F/\partial\mathcal E$, both expressions are the same mixed second derivative of $\mathcal F$. The response equations must show this agreement explicitly.

\subsection*{The equality, term by term}

Start from the electronic part of \eqref{A2}. Equation \eqref{field} gives
\begin{equation}
|iD_\alpha u_v\rangle=-(H-\varepsilon_v)|u_v^{\mathcal E}\rangle-P_cKn^{\mathcal E}|u_v\rangle .
\end{equation}
Insert this. The projector may be dropped, because $u^\tau$ already lies in the empty space:
\begin{equation}
-2f\,\mathrm{Re}\langle\!\langle u^\tau|iD_\alpha u\rangle\!\rangle
=\underbrace{2f\,\mathrm{Re}\langle\!\langle u^\tau|H-\varepsilon|u^{\mathcal E}\rangle\!\rangle}_{\displaystyle S}
+2f\,\mathrm{Re}\langle\!\langle u^\tau|Kn^{\mathcal E}|u\rangle\!\rangle .
\label{step1}
\end{equation}
Here $\varepsilon$ stands for the energy of the band in each term of the sum. The potential $Kn^{\mathcal E}$ is real and local, so by \eqref{ntau} the last term is the integral
\begin{equation}
I=\int n^\tau(\mathbf r)\,K(\mathbf r,\mathbf r')\,n^{\mathcal E}(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\end{equation}
The electronic part of \eqref{A2} is thus $S+I$.

Now let $H-\varepsilon_v$ in $S$ act to the left. The adjoint of \eqref{tau} is
\begin{equation}
\langle u_v^\tau|(H-\varepsilon_v)=-\langle u_v|(\partial_\tau V+Kn^\tau)P_c ,
\end{equation}
and therefore
\begin{equation}
S=-2f\,\mathrm{Re}\langle\!\langle u|\partial_\tau V|u^{\mathcal E}\rangle\!\rangle-I',
\qquad
I'=\int n^{\mathcal E}(\mathbf r)\,K(\mathbf r,\mathbf r')\,n^\tau(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\label{step2}
\end{equation}
Together, \eqref{step1} and \eqref{step2} give
\begin{equation}
-2f\,\mathrm{Re}\langle\!\langle u^\tau|iD_\alpha u\rangle\!\rangle
=-2f\,\mathrm{Re}\langle\!\langle u|\partial_\tau V|u^{\mathcal E}\rangle\!\rangle+I-I' .
\end{equation}
The symmetry of $K$ makes $I=I'$, so \eqref{A2} and \eqref{B} are equal.

For ion 2 the separate terms are $S=-1.67593$ and $I=I'=-0.36774\,e$. Their sum is $-2.04367\,e$, and with the ionic charge
\begin{equation}
Z^*_2=1-1.67593-0.36774=-1.04367 .
\end{equation}
Two calculations that use neither formula give the same charge. One takes the Berry phase of self-consistent states at displaced positions, the other the forces in a small finite field. The numerical check compares all four ions in this way.

\subsection*{Where screening is counted}

The numbers at the opening can now be explained. Let a subscript 0 mark responses without the $K$ terms:
\begin{equation}
|u_0^\tau\rangle=-\mathcal GP_c\,\partial_\tau V|u\rangle,\qquad
|u_0^{\mathcal E}\rangle=-\mathcal G|iD_\alpha u\rangle .
\end{equation}
If both formulas use these, moving $\mathcal G$ from one side to the other shows that they agree, as for the bound pair. Call the common electronic part $Z_0$. For ion 2, $Z_0=-2.4898$ and the total is $-1.4898\,e$. Agreement of the two formulas thus does not show that screening has been included.

To find the missing amount, write $|u^{\mathcal E}\rangle=|u_0^{\mathcal E}\rangle-\mathcal GP_cKn^{\mathcal E}|u\rangle$ in the field formula:
\begin{align}
-2f\,\mathrm{Re}\langle\!\langle u|\partial_\tau V|u^{\mathcal E}\rangle\!\rangle
&=Z_0+2f\,\mathrm{Re}\langle\!\langle u|\partial_\tau V\,\mathcal GP_cKn^{\mathcal E}|u\rangle\!\rangle\nonumber\\
&=Z_0-2f\,\mathrm{Re}\langle\!\langle u_0^\tau|Kn^{\mathcal E}|u\rangle\!\rangle
=Z_0-\int n_0^\tau Kn^{\mathcal E} .
\label{corr}
\end{align}
The correction contains one bare and one self-consistent density. From the printed charges its value for ion 2 is $-1.044+1.490=+0.446\,e$, which is $43\%$ of the magnitude of the final charge. For weak interaction $n^{\mathcal E}$ may be replaced by $n_0^{\mathcal E}$, and the correction is $-\int n_0^\tau Kn_0^{\mathcal E}$ to first order in $K$. It vanishes with $K$, as it should.

The screening may equally be placed in the potential. With $\partial_\tau V+Kn^\tau$ and the bare field orbitals,
\begin{align}
-2f\,\mathrm{Re}\langle\!\langle u|\partial_\tau V+Kn^\tau|u_0^{\mathcal E}\rangle\!\rangle
&=2f\,\mathrm{Re}\langle\!\langle u|(\partial_\tau V+Kn^\tau)\,\mathcal G|iD_\alpha u\rangle\!\rangle\nonumber\\
&=-2f\,\mathrm{Re}\langle\!\langle u^\tau|iD_\alpha u\rangle\!\rangle ,
\end{align}
which is the displacement formula again. This product also gives $-1.0437\,e$.

If the screened potential is combined with the self-consistent field orbitals, the adjoint of \eqref{tau} gives
\begin{equation}
-2f\,\mathrm{Re}\langle\!\langle u|\partial_\tau V+Kn^\tau|u^{\mathcal E}\rangle\!\rangle=S .
\end{equation}
The result is $Z_\kappa+S=1-1.6759=-0.6759\,e$. Compared with the correct charge it lacks the term $I$. Screening belongs in one factor of the product, and either factor will do.

\subsection*{Limit: very coarse meshes}

The proof used the same $k$ points in the density and in the brackets, and nowhere required many of them. On the mesh with the single point $k=0$, the two formulas for the model differ by less than $10^{-12}\,e$. The charge of ion 2 is then $-1.0430\,e$, which is $7\times10^{-4}\,e$ away from the value $-1.0437\,e$ found with 32 points. The agreement tests the response equations and says nothing about the convergence of the mesh.

The acoustic sum rule does register the mesh. With one point the four charges add up to $2.93\times10^{-3}\,e$, with the two points $k=\pm\pi/2a$ to $-2.45\times10^{-7}\,e$; for the points $0$ and $\pi/a$ the sign is reversed. With four points the sum is about $6\times10^{-12}\,e$, as with 32 points, so it is no longer set by the mesh. This remainder comes from the finite basis of 37 plane waves; with 57 it falls below $10^{-13}\,e$. On the first two meshes the sum agrees with the average of the momentum derivative in \eqref{asr}.

The fast decrease can be traced. In one dimension $t(k)$ has period $2\pi/a$ and can be expanded in $e^{i\ell ka}$ with integer $\ell$. On $N_k$ equally spaced points the average of $e^{i\ell ka}$ is zero unless $\ell$ is a multiple of $N_k$. Differentiation removes $\ell=0$, so the leading remainder comes from $|\ell|=N_k$. In the model $H_k$ is analytic in $k$ and the occupied bands are separated by a gap. Then $P_k$ is analytic as well, and the coefficients of $t(k)$ decrease exponentially with $|\ell|$. A small gap can make this decrease slow, and a crystal of that kind needs a denser mesh.

\subsection*{Several directions, many ions, and the limits of the proof}

In three dimensions $\alpha$ stays with $D_\alpha$ and the field, and $\beta$ with $\partial_{\tau_{\kappa\beta}}V$. Nothing in the proof exchanges them for a fixed ion, so $Z^*_{\kappa,\alpha\beta}$ need not be a symmetric matrix unless the site symmetry makes it so. The model tests a single component and cannot test this ordering.

The formulas differ in the work they require. For $N$ ions \eqref{A2} needs the self-consistent response to $3N$ displacements. Equation \eqref{B} needs the response to three field directions, after which each component of an ion's charge costs one contraction. Both need $D_\alpha u$, which follows from \eqref{dk} without self-consistency. When the displacement responses are already available from a phonon calculation at zero wave vector, \eqref{A2} adds little work.

Three assumptions limit the result. First, the occupied and empty states must be separated by a gap. In a metal the number of occupied states changes with $\mathbf k$, so $P_{\mathbf k}$ jumps at the Fermi surface, the occupations themselves respond to a perturbation, and a static uniform field drives a current.

Second, the scalar product and the basis must not depend on the ionic positions. This holds for plane waves with norm-conserving potentials. With an overlap operator or basis functions attached to the ions, \eqref{dP} and the force acquire further terms.

Third, $V$ must contain all of the explicit dependence on $\tau$. Suppose that the exchange--correlation energy is evaluated at $n+n_{\rm core}$, with a core density that moves with the ion. At fixed $n$ the potential then changes by $K_{\rm xc}\,\partial_\tau n_{\rm core}$, where $K_{\rm xc}$ is the exchange--correlation part of $K$. The force gains $-\int V_{\rm xc}\,\partial_\tau n_{\rm core}$, and its field derivative is
\begin{equation}
-\int n^{\mathcal E}K_{\rm xc}\,\partial_\tau n_{\rm core}
=-2f\,\mathrm{Re}\langle\!\langle u|K_{\rm xc}\,\partial_\tau n_{\rm core}|u^{\mathcal E}\rangle\!\rangle .
\end{equation}
The bare perturbation in both \eqref{tau} and \eqref{B} is therefore $\partial_\tau V+K_{\rm xc}\,\partial_\tau n_{\rm core}$. With this replacement the proof goes through unchanged. If the core term is kept in one of the two places and dropped in the other, the equality is in general lost.

\section*{Table of computed values}
\begin{verbatim}
cell length = 10.0 bohr; k points = 32
plane waves = 37; real-space points = 96
Hartree strength g = 1.0 hartree/bohr
exchange strength c = 0.3 hartree bohr^(1/3)
ion width = 0.6 bohr; projector width = 0.8 bohr
ion 1: Z = 1 e, position = 0.0 bohr, well = 0.0, nonlocal = 1.0 hartree bohr
ion 2: Z = 1 e, position = 2.3 bohr, well = 3.0, nonlocal = 0.0 hartree bohr
ion 3: Z = 1 e, position = 5.3 bohr, well = 0.0, nonlocal = 1.0 hartree bohr
ion 4: Z = 1 e, position = 7.6 bohr, well = 3.0, nonlocal = 0.0 hartree bohr
electrons per cell = 4.000000; occupied bands = 2
band gap on the mesh = 0.99927 hartree
density minimum, maximum = 0.0035, 1.3759 bohr^-1
ion 1: Z* phonon = 0.986724 e, field = 0.986724 e
  Berry phase = 0.986724 e, finite-field force = 0.986724 e
ion 2: Z* phonon = -1.043673 e, field = -1.043673 e
  Berry phase = -1.043673 e, finite-field force = -1.043673 e
ion 3: Z* phonon = 1.044452 e, field = 1.044452 e
  Berry phase = 1.044452 e, finite-field force = 1.044452 e
ion 4: Z* phonon = -0.987503 e, field = -0.987503 e
  Berry phase = -0.987503 e, finite-field force = -0.987503 e
largest phonon-field mismatch = 4.8e-13 e
sum of Z* over the cell = 5.6e-12 e
displacement step = 0.002 bohr; field = 1.0e-04 a.u.
largest error of du/dk coefficients = 2.2e-09 bohr
largest phonon density error = 8.6e-06 bohr^-2
largest density term linear in velocity = 3.3e-16 a.u.
ion 2: electronic part of Z* = -2.043673 e
ion 2: orbital term <u_tau|H-e|u_E> = -1.675929 e
ion 2: integral n_tau K n_E = -0.367744 e
ion 2: integral n_E K n_tau = -0.367744 e
ion 2: Z* with no screening = -1.489827 e
ion 2: screened potential, unscreened field orbitals = -1.043673 e
ion 2: screening counted twice = -0.675929 e
ion 2: nonlocal velocity omitted = -1.070257 e
k points = 1: ion 2 Z* = -1.042971 e, mismatch = 4.9e-13 e
  sum of Z* = 2.931e-03 e, from momentum = 2.931e-03 e
k points = 2: ion 2 Z* = -1.043673 e, mismatch = 4.8e-13 e
  sum of Z* = -2.453e-07 e, from momentum = -2.452e-07 e
k points = 4: ion 2 Z* = -1.043673 e, mismatch = 4.8e-13 e
  sum of Z* = 5.570e-12 e, from momentum = 5.065e-13 e
\end{verbatim}
